# X-ray penetration depth and surface intensity at grazing incidence on silicon: verification in Python

```python
"""
X-ray total external reflection from silicon: depth and surface intensity.

Result under test, for grazing angle alpha = x * alpha_c:
    u = sqrt(x^2 - 1 + i b),            b = beta / delta
    L = L0 / Im(u),                     L0 = 1 / (2 k alpha_c)
    I_s = 4 x^2 / |x + u|^2
L is the 1/e depth of intensity and I_s the intensity at the surface divided
by the incident intensity. The index is n = 1 - delta + i beta, the time
factor exp(-i omega t), k the vacuum wave number, alpha_c = sqrt(2 delta).
The independent side is a finite-difference solution of the wave equation.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

NM = 1e-9
MRAD = 1e-3

# Inputs: silicon and a hard X-ray beam
photon_kev = 17.5
attenuation_length = 0.65e-3       # rough typical value, metres
atomic_number = 14
lattice = sc.physical_constants["lattice parameter of silicon"][0]
r_e = sc.physical_constants["classical electron radius"][0]

omega = photon_kev * 1e3 * sc.e / sc.hbar
k = omega / sc.c
wavelength = 2 * np.pi / k
n_e = 8 * atomic_number / lattice**3
delta = r_e * wavelength**2 * n_e / (2 * np.pi)
beta = wavelength / (4 * np.pi * attenuation_length)
b_si = beta / delta
alpha_c = np.sqrt(2 * delta)
L0 = 1 / (4 * np.sqrt(np.pi * r_e * n_e))
eps_si = (1 - delta + 1j * beta)**2


def u_of(x, b=b_si):
    return np.sqrt(x**2 - 1 + 1j * b)


def depth(x, b=b_si):
    return L0 / u_of(x, b).imag


def surface_intensity(x, b=b_si):
    return 4 * x**2 / np.abs(x + u_of(x, b))**2


def reflection(x, b=b_si):
    return (x - u_of(x, b)) / (x + u_of(x, b))


def solve_field(x, eps_function, start, end, step):
    """Field for a unit incident wave; vacuum before start, zero at end."""
    alpha = x * alpha_c
    count = int(round((end - start) / step))
    z = start + step * np.arange(count)
    kz = k * np.sin(alpha)
    q2 = k**2 * (eps_function(z) - 1 + np.sin(alpha)**2)
    bands = np.ones((3, count), dtype=complex)
    bands[1] = -2 + q2 * step**2
    bands[1, 0] += 2j * kz * step
    bands[0, 1] = 2
    source = np.zeros(count, dtype=complex)
    source[0] = 4j * kz * step
    return z, solve_banded((1, 1), bands, source)


def measured_depth(z, field):
    """First depth at which intensity is 1/e of its surface value."""
    log_ratio = np.log(np.abs(field / field[0])**2)
    j = int(np.argmax(log_ratio < -1))
    part = (-1 - log_ratio[j - 1]) / (log_ratio[j] - log_ratio[j - 1])
    return z[j - 1] + part * (z[j] - z[j - 1])


# Free-electron response from the integrated motion over one period
time = np.linspace(0, 2 * np.pi / omega, 20001)
drive = np.cos(omega * time)       # electric field of 1 V/m amplitude
velocity = cumulative_trapezoid(-sc.e * drive / sc.m_e, time, initial=0)
position = cumulative_trapezoid(velocity, time, initial=0)
amplitude = 2 * trapezoid(position * drive, time) / time[-1]
susceptibility = -n_e * sc.e * amplitude / sc.epsilon_0
assert abs(susceptibility / (-2 * delta) - 1) < 1e-5

# Depth, intensity, reflection and energy balance from the wave equation
worst_depth = worst_intensity = 0.0
for x in (0.25, 0.5, 0.9, 1.0, 1.1, 1.5):
    z, field = solve_field(x, lambda s: np.full(s.shape, eps_si),
                           0.0, 20 * depth(x), 0.05 * NM)
    err_depth = abs(measured_depth(z, field) / depth(x) - 1)
    err_int = abs(abs(field[0])**2 / surface_intensity(x) - 1)
    worst_depth = max(worst_depth, err_depth)
    worst_intensity = max(worst_intensity, err_int)
    r_num = field[0] - 1
    assert abs(r_num - reflection(x)) < 1e-3
    absorbed = k**2 * eps_si.imag * trapezoid(np.abs(field)**2, z)
    supplied = k * np.sin(x * alpha_c) * (1 - abs(r_num)**2)
    assert abs(absorbed / supplied - 1) < 5e-3
    if x == 1.0:
        assert abs(measured_depth(z, field) / (L0 * np.sqrt(2 / b_si))
                   - 1) < 1e-3
        at_critical = 4 / (1 + np.sqrt(2 * b_si) + b_si)
        assert abs(abs(field[0])**2 / at_critical - 1) < 1e-3
    if x == 1.5:
        path_depth = attenuation_length * alpha_c * u_of(x).real
        assert abs(measured_depth(z, field) / path_depth - 1) < 1e-3
assert worst_depth < 1e-3 and worst_intensity < 1e-3

# Limit without absorption: evanescent depth, 4 x^2 law and phase
for x in (0.3, 0.6, 0.9):
    z, field = solve_field(x, lambda s: np.full(s.shape, (1 - delta)**2 + 0j),
                           0.0, 150 * NM, 0.02 * NM)
    assert abs(measured_depth(z, field) * np.sqrt(1 - x**2) / L0 - 1) < 1e-3
    assert abs(abs(field[0])**2 - 4 * x**2) < 1e-3
    assert abs(np.angle(field[0] - 1) + 2 * np.arccos(x)) < 1e-3


def find_peak(b):
    best = minimize_scalar(lambda x: -surface_intensity(x, b),
                           bounds=(0.8, 1.05), method="bounded",
                           options={"xatol": 1e-12})
    return best.x, -best.fun


# Small-absorption law of the maximum: its error must shrink with b
errors = []
for b in (1e-2, 1e-4, 1e-6):
    x_b, i_b = find_peak(b)
    y_b = (b / 2)**(2 / 3)
    errors.append(max(abs((1 - x_b**2) / y_b - 1),
                      abs((4 / i_b - 1) / (3 * y_b) - 1)))
assert errors[0] > errors[1] > errors[2] and errors[2] < 2e-3
x_peak, i_peak = find_peak(b_si)
y_si = (b_si / 2)**(2 / 3)
i_peak_law = 4 / (1 + 3 * y_si)
assert abs(i_peak_law / i_peak - 1) < 0.02 and x_peak < 1
assert np.all(surface_intensity(np.linspace(0.01, 5, 5000)) < 4)

# Depth scale is independent of photon energy for free-electron delta
for kev in (8.0, 30.0):
    w = kev * 1e3 * sc.e / sc.hbar
    critical = np.sqrt(n_e * sc.e**2 / (sc.epsilon_0 * sc.m_e)) / w
    assert abs(sc.c / (2 * w * critical) / L0 - 1) < 1e-6

x_ten = brentq(lambda x: depth(x) - 10 * NM, 0.5, 1.0)

# Neglected effects, with rough inputs
divergence = 0.1 * MRAD
bandwidth = 0.01
oxide_thickness = 1.5 * NM
oxide_density = 2.2e3
roughness = 0.3 * NM
edge_kev = 1.84
spread = np.linspace(-0.5, 0.5, 4001)
i_divergence = np.mean(surface_intensity(x_peak + spread * divergence / alpha_c))
i_bandwidth = np.mean(surface_intensity(x_peak * (1 + spread * bandwidth)))

oxide_n_e = oxide_density * 30 / (60.08 * sc.atomic_mass)
eps_oxide = (1 - delta * oxide_n_e / n_e + 0.5j * beta)**2


def oxide_profile(z):
    return np.where(z < oxide_thickness, eps_oxide, eps_si)


def rough_profile(z):
    return 1 + (eps_si - 1) * 0.5 * (1 + erf(z / (np.sqrt(2) * roughness)))


far = 20 * depth(1.0)
z, field = solve_field(x_peak, oxide_profile, 0.0, far, 0.02 * NM)
i_oxide = abs(field[0])**2
z, field = solve_field(x_peak, rough_profile, -2 * NM, far, 0.02 * NM)
i_rough = abs(field[np.argmin(np.abs(z))])**2

# p polarisation: electric intensity just inside, from the magnetic field
sin_c, cos_c = np.sin(alpha_c), np.cos(alpha_c)
q_rel = np.sqrt(eps_si - 1 + sin_c**2)
t_s = 2 * sin_c / (sin_c + q_rel)
t_h = 2 * eps_si * sin_c / (eps_si * sin_c + q_rel)
i_p = abs(t_h)**2 * (abs(q_rel)**2 + cos_c**2) / abs(eps_si)**2
p_change = abs(i_p / abs(t_s)**2 - 1)
assert p_change < 1e-4

# K-shell dispersion correction for absorption falling as energy^-3
edge = edge_kev / photon_kev
near = quad(lambda s: -1 / (s * (1 + s)), edge, 2, weight="cauchy", wvar=1)[0]
tail = quad(lambda s: 1 / (s * (1 - s**2)), 2, np.inf)[0]
assert abs(near + tail - np.log(np.sqrt(1 - edge**2) / edge)) < 1e-6
f_prime = 2 / np.pi * atomic_number * b_si * (near + tail)

print(f"photon energy: {photon_kev:.1f} keV")
print(f"wavelength: {wavelength / NM:.5f} nm")
print(f"wave number k: {k * NM:.3f} nm^-1")
print(f"silicon lattice parameter: {lattice / NM:.5f} nm")
print(f"electron density: {n_e * NM**3:.2f} nm^-3")
print(f"attenuation length (rough input): {attenuation_length * 1e3:.2f} mm")
print(f"delta: {delta:.4e}")
print(f"beta: {beta:.3e}")
print(f"b = beta/delta: {b_si:.5f}")
print(f"critical angle: {alpha_c / MRAD:.4f} mrad")
print(f"critical angle, converted: {np.degrees(alpha_c):.4f} degree")
print(f"smallest depth scale L0: {L0 / NM:.3f} nm")
print("x | angle mrad | depth nm | I_s | reflectivity | phase degree")
for x in (0.25, 0.5, 0.75, 0.9, x_peak, 1.0, 1.1, 1.5):
    r = reflection(x)
    print(f"{x:.4f} | {x * alpha_c / MRAD:.4f} | {depth(x) / NM:.2f} | "
          f"{surface_intensity(x):.3f} | {abs(r)**2:.4f} | "
          f"{np.degrees(np.angle(r)):.1f}")
print(f"peak: x = {x_peak:.4f}, I_s = {i_peak:.4f}")
print(f"peak from small-b law: x = {np.sqrt(1 - y_si):.4f}, "
      f"I_s = {i_peak_law:.4f}")
print(f"depth reaches 10 nm at x = {x_ten:.4f}, "
      f"angle {x_ten * alpha_c / MRAD:.4f} mrad")
print(f"largest relative error of depth formula: {worst_depth:.1e}")
print(f"largest relative error of intensity formula: {worst_intensity:.1e}")
print("Neglected effects at the peak angle (rough inputs):")
print(f"divergence {divergence / MRAD:.1f} mrad full width: "
      f"I_s = {i_divergence:.3f}")
print(f"bandwidth {100 * bandwidth:.0f} % full width: I_s = {i_bandwidth:.3f}")
print(f"oxide {oxide_thickness / NM:.1f} nm, density "
      f"{oxide_density / 1e3:.1f} g/cm3: outer I_s = {i_oxide:.3f}")
print(f"roughness {roughness / NM:.1f} nm rms: mean-plane I_s = {i_rough:.3f}")
print(f"p against s polarisation at alpha_c, relative: {p_change:.1e}")
print(f"K edge (rough input): {edge_kev:.2f} keV")
print(f"K-shell correction: {f_prime:.3f} electrons per atom")
print(f"resulting change of delta: {100 * f_prime / atomic_number:.2f} %")
print(f"resulting change of alpha_c: {50 * f_prime / atomic_number:.2f} %")
print("all tests passed")
```

Printed output:

```
photon energy: 17.5 keV
wavelength: 0.07085 nm
wave number k: 88.685 nm^-1
silicon lattice parameter: 0.54310 nm
electron density: 699.16 nm^-3
attenuation length (rough input): 0.65 mm
delta: 1.5739e-06
beta: 8.674e-09
b = beta/delta: 0.00551
critical angle: 1.7742 mrad
critical angle, converted: 0.1017 degree
smallest depth scale L0: 3.178 nm
x | angle mrad | depth nm | I_s | reflectivity | phase degree
0.2500 | 0.4436 | 3.28 | 0.250 | 0.9972 | -151.0
0.5000 | 0.8871 | 3.67 | 0.997 | 0.9937 | -120.0
0.7500 | 1.3307 | 4.80 | 2.236 | 0.9876 | -82.8
0.9000 | 1.5968 | 7.29 | 3.203 | 0.9775 | -51.7
0.9905 | 1.7574 | 22.89 | 3.773 | 0.9244 | -16.0
1.0000 | 1.7742 | 60.54 | 3.602 | 0.8109 | -6.0
1.1000 | 1.9516 | 528.53 | 1.993 | 0.1696 | -0.8
1.5000 | 2.6613 | 1289.36 | 1.313 | 0.0213 | -0.4
peak: x = 0.9905, I_s = 3.7732
peak from small-b law: x = 0.9901, I_s = 3.7773
depth reaches 10 nm at x = 0.9482, angle 1.6823 mrad
largest relative error of depth formula: 2.3e-05
largest relative error of intensity formula: 1.3e-05
Neglected effects at the peak angle (rough inputs):
divergence 0.1 mrad full width: I_s = 3.524
bandwidth 1 % full width: I_s = 3.768
oxide 1.5 nm, density 2.2 g/cm3: outer I_s = 3.789
roughness 0.3 nm rms: mean-plane I_s = 3.777
p against s polarisation at alpha_c, relative: 2.8e-06
K edge (rough input): 1.84 keV
K-shell correction: 0.110 electrons per atom
resulting change of delta: 0.79 %
resulting change of alpha_c: 0.39 %
all tests passed
```
